# Momentum Conservation in Ehrenfest Dynamics with Truncated Adiabatic States

## Symmetry and the form of the conserved momentum

Let classical nuclei at $R_A$, with masses $M_A$ and $M=\sum_A M_A$, move together with one quantum electron of mass $m$ and coordinate $r$. If nothing outside the molecule acts on it, the Lagrangian $L$ is unchanged when all nuclei and the electron are displaced together. When the electron is described by amplitudes in states that travel with the nuclei, that displacement changes the $R_A$ and leaves the amplitudes alone. The conserved quantity must then be

$$P=\sum_A\frac{\partial L}{\partial \dot R_A}. \tag{1}$$

Its value depends on how $L$ contains the nuclear velocities, and therefore on the derivative couplings. This settles what truncation to a few adiabatic states does to momentum conservation. With bare couplings, the non-Abelian Berry force is needed in general, and the conserved quantity is nuclear plus electronic momentum. With translation-corrected couplings, the nuclear momentum alone is conserved, with or without the Berry force. It is therefore too strong to require both ingredients for a momentum law: either one supplies a law, but the two laws concern different momenta.

One space dimension is enough; in three, each Cartesian component obeys the same argument.

## Translation fixes the summed coupling

Let $H(R)$ be the electronic Hamiltonian, with a local potential, and let $H\phi_k=E_k\phi_k$. A finite set of orthonormal states $\phi_k(r;R)$ is retained. Their phases are chosen so that the states are carried rigidly, $\phi_k(r+a;R+a)=\phi_k(r;R)$. Differentiation with respect to $a$ at $a=0$ gives

$$\Big(\sum_A\partial_A+\partial_r\Big)\phi_k=0,\qquad \partial_A\equiv\frac{\partial}{\partial R_A}. \tag{2}$$

Define the matrices $(d_A)_{jk}=\langle j|\partial_A k\rangle$ and $p_{jk}=\langle j|-i\hbar\partial_r|k\rangle$. Projecting (2) on $\phi_j$ and using $\partial_r=(i/\hbar)(-i\hbar\partial_r)$,

$$D\equiv\sum_A d_A=-\frac{i}{\hbar}\,p,\qquad\text{so}\qquad i\hbar D=p. \tag{3}$$

Orthonormality gives $d_A^\dagger=-d_A$. Rigid transport also makes $E$ and $d_A$ functions of nuclear differences, so $\sum_B\partial_B d_A=0$ and $\sum_B\partial_B E=0$.

## Equations of motion from the action

Insert $\Psi=\sum_k c_k\phi_k$, with $c^\dagger c=1$, into the time-dependent variational action. With $W(R)$ the translation-invariant internuclear energy and $E$ the diagonal matrix of the $E_k$,

$$L=\sum_A\tfrac12M_A\dot R_A^2-W+i\hbar c^\dagger\dot c+i\hbar\sum_A\dot R_A\,c^\dagger d_Ac-c^\dagger Ec. \tag{4}$$

Variation of $c^\dagger$ gives

$$\dot c=-\frac{i}{\hbar}Ec-\sum_B\dot R_B d_Bc,\qquad
\dot c^\dagger=\frac{i}{\hbar}c^\dagger E+\sum_B\dot R_B c^\dagger d_B. \tag{5}$$

The second form follows from $d_B^\dagger=-d_B$. For the nuclei, $\partial L/\partial\dot R_A=M_A\dot R_A+i\hbar c^\dagger d_Ac$. By (5), the time derivative of its second term is

$$i\hbar\frac{d}{dt}(c^\dagger d_Ac)=c^\dagger[d_A,E]c+i\hbar\sum_B\dot R_B\,c^\dagger\big([d_B,d_A]+\partial_Bd_A\big)c. \tag{6}$$

The first commutator comes from $i\hbar(i/\hbar)(Ed_A-d_AE)=[d_A,E]$. On the other side of the Euler–Lagrange equation stands

$$\frac{\partial L}{\partial R_A}=-\partial_AW-c^\dagger(\partial_AE)c+i\hbar\sum_B\dot R_B\,c^\dagger(\partial_Ad_B)c.$$

Subtracting (6) leaves

$$M_A\ddot R_A=-\partial_AW-c^\dagger(\partial_AE+[d_A,E])c+i\hbar\sum_B\dot R_B\,c^\dagger F_{AB}c, \tag{7}$$

$$F_{AB}=\partial_Ad_B-\partial_Bd_A+[d_A,d_B]. \tag{8}$$

The second term of (7) is the standard Ehrenfest force. To see this, differentiate $\langle j|H|k\rangle=E_j\delta_{jk}$. Since $\langle\partial_Aj|k\rangle=-(d_A)_{jk}$, the result is $\partial_AE=\langle\partial_AH\rangle-d_AE+Ed_A$, where $\langle\partial_AH\rangle$ is the matrix of $\partial_AH$. Hence $\langle\partial_AH\rangle=\partial_AE+[d_A,E]$. The last term of (7) is the non-Abelian Berry force.

### Why truncation creates the Berry force

In the curl part of (8) the second derivatives of the states cancel:

$$(\partial_Ad_B-\partial_Bd_A)_{jk}=\langle\partial_Aj|\partial_Bk\rangle-\langle\partial_Bj|\partial_Ak\rangle.$$

The product in the commutator is $(d_Ad_B)_{jk}=-\sum_l\langle\partial_Aj|l\rangle\langle l|\partial_Bk\rangle$, with $l$ running over retained states. With $Q=1-\sum_l|l\rangle\langle l|$, the two parts combine to

$$(F_{AB})_{jk}=\langle\partial_Aj|Q|\partial_Bk\rangle-\langle\partial_Bj|Q|\partial_Ak\rangle. \tag{9}$$

The curvature measures excursions into the discarded states and vanishes for a complete basis, where $Q=0$.

Equation (9) also gives the behaviour under a change of phases, or more generally $|k'\rangle=\sum_l|l\rangle U_{lk}$ with $U$ unitary. The extra term $\sum_l|l\rangle\partial_BU_{lk}$ in $|\partial_Bk'\rangle$ is removed by $Q$, so $F'_{AB}=U^\dagger F_{AB}U$. Since $c'=U^\dagger c$, the force is unchanged. The curl alone does not have this property. Two real states hide the point: their couplings are real antisymmetric $2\times2$ matrices, all proportional to one matrix, and the commutator vanishes. A position-dependent phase on one state brings it back.

## Bare couplings

Summing the Euler–Lagrange equations gives $dP/dt=\sum_A\partial L/\partial R_A=0$, because everything in (4) depends on nuclear differences. With (3),

$$P=\sum_AM_A\dot R_A+i\hbar c^\dagger Dc=\sum_AM_A\dot R_A+\langle p\rangle,\qquad \langle p\rangle=c^\dagger pc. \tag{10}$$

Now omit the Berry force. At a given $(R,\dot R,c)$ the rate $d\langle p\rangle/dt$ is unchanged, since it involves $\dot R$ and $\dot c$ but not $\ddot R$. The nuclear part loses the summed Berry force, and therefore

$$\frac{dP}{dt}\bigg|_{\text{no Berry}}=-i\hbar\sum_{AB}\dot R_B\,c^\dagger F_{AB}c. \tag{11}$$

By (2) and (9), the sum over $A$ contains

$$\sum_A(F_{AB})_{jk}=-\langle\partial_rj|Q|\partial_Bk\rangle+\langle\partial_Bj|Q|\partial_rk\rangle.$$

A violation thus requires discarded states that are reached both by the momentum operator and by a nuclear displacement. It is a truncation error and not a property of the mean-field approximation.

Energy does not reveal this error. From (5), the terms with $E^2$ cancel and

$$\frac{d}{dt}c^\dagger Ec=\sum_A\dot R_A\,c^\dagger(\partial_AE+[d_A,E])c, \tag{12}$$

which balances the work of the standard force in (7). The Berry force has power $i\hbar\sum_{AB}\dot R_A\dot R_Bc^\dagger F_{AB}c=0$, because $F_{AB}=-F_{BA}$. Energy is conserved with it and without it.

## Translation-corrected couplings

An electron in a moving molecule should share the molecular velocity. Let $X=\sum_AM_AR_A/M$ and $V=\dot X$, and give the basis states a translation factor:

$$\Phi_k=e^{i\theta}\phi_k,\qquad\theta=\frac{mV(r-X)}{\hbar}. \tag{13}$$

The time derivative acts on $V$, on $X$ and on the nuclear positions in $\phi_k$:

$$i\hbar\partial_t\Phi_k=e^{i\theta}\Big[-m\dot V(r-X)+mV^2+i\hbar\sum_A\dot R_A\partial_A\Big]\phi_k.$$

For a local potential the factor shifts the electron momentum by $mV$, so

$$H\Phi_k=e^{i\theta}\big[H+V(-i\hbar\partial_r)+\tfrac12mV^2\big]\phi_k.$$

Write $x_{jk}=\langle j|r-X|k\rangle$. Subtraction and projection give

$$\langle\Phi_j|i\hbar\partial_t-H|\Phi_k\rangle=\Big(-E+i\hbar\sum_A\dot R_Ad_A-Vp+\tfrac12mV^2-m\dot Vx\Big)_{jk}. \tag{14}$$

Because $Vp=i\hbar VD=i\hbar\sum_A\dot R_A(M_A/M)D$, the second and third terms merge into $i\hbar\sum_A\dot R_A\tilde d_A$, with

$$\tilde d_A=d_A-\frac{M_A}{M}D=d_A+\frac{i}{\hbar}\frac{M_A}{M}p,\qquad \sum_A\tilde d_A=0. \tag{15}$$

The corrected scheme considered here uses $\tilde d_A$ in place of $d_A$ in (4) and drops the last two terms of (14). Equations (5)–(8) keep their form, with curvature $\tilde F_{AB}$ built from $\tilde d_A$. Equation (1) now gives

$$P_{\rm corr}=\sum_AM_A\dot R_A=MV. \tag{16}$$

This law survives removal of the Berry force. The standard forces sum to $-c^\dagger\big(\sum_A\partial_AE+[\sum_A\tilde d_A,E]\big)c=0$, while

$$\sum_A\tilde F_{AB}=\sum_A\partial_A\tilde d_B-\partial_B\sum_A\tilde d_A+\Big[\sum_A\tilde d_A,\tilde d_B\Big]=0. \tag{17}$$

The Berry force still acts on the relative motion, and the variational equations contain it. For two nuclei moving in one dimension, (17) with $B=2$ gives $\tilde F_{12}=-\tilde F_{22}=0$, so a one-dimensional model needs at least three nuclei to show it.

### What the two dropped terms contain

Keep them for a moment. Up to a total time derivative, $-m\dot V\langle x\rangle$ equals $mV\,d\langle x\rangle/dt$, where $\langle x\rangle=c^\dagger xc$. Since $x$ depends on nuclear differences, the explicit velocities in $d\langle x\rangle/dt$ add nothing to the sum in (1), and

$$P_{\rm full}=(M+m)V+m\frac{d\langle x\rangle}{dt}. \tag{18}$$

This is $MV$ plus $m$ times the velocity of the mean electron position $X+\langle x\rangle$. Dropping the acceleration term removes the recoil of the nuclear centre of mass against internal electron motion. It also removes the inertial force $-m\dot V$ on the electron, so the relative motion is changed as well, even in a complete basis. The other term, $\tfrac12mV^2$, changes only the inertia of the centre of mass. Once the acceleration term is gone, $V$ is constant and the relative motion is unaffected. Equation (16) is therefore an exact law of an approximate scheme, not conservation of the full physical momentum. The missing recoil velocity is of order $(m/M)\,d\langle x\rangle/dt$. In a complete basis $m\,d\langle x\rangle/dt=\langle p\rangle$; in a truncated one the two differ, and for a single real state $\langle p\rangle=0$ while $\langle x\rangle$ still moves with the nuclei.

### Galilean invariance and consistent use

Add a common velocity $u$ to all nuclei. By (15) and (17), neither $\sum_A\dot R_A\tilde d_A$ nor the corrected Berry force changes, so the relative motion is the same for the same amplitudes. With bare couplings the electronic Hamiltonian gains $-up$. In a complete basis this is compensated by boosting the electron as well, with $e^{imu(r-X)/\hbar}$. A truncated basis cannot in general represent the boosted state.

If the centre of mass moves, the same coupling must appear in the force and in the electronic equation; for $V=0$, (15) makes $\sum_A\dot R_Ad_A$ and $\sum_A\dot R_A\tilde d_A$ equal and the distinction disappears. Suppose $d_A$ is used in (5) and $\tilde d_A$ in the standard force. The nuclear momentum is still conserved, but adding the power of this force, $-\sum_A\dot R_A\,c^\dagger(\partial_AE+[\tilde d_A,E])c$, to (12) leaves

$$\frac{dE_{\rm tot}}{dt}=\sum_A\dot R_A\,c^\dagger[d_A-\tilde d_A,E]c=V\,c^\dagger[D,E]c. \tag{19}$$

## A two-state model

Atomic units are used from here on, $\hbar=m=1$. Three nuclei on a line carry an electron in a harmonic well centred at $b=\sum_Aw_AR_A$, with $\sum_Aw_A=1$. Its frequency is

$$\omega=\omega_0e^{-\beta(R_2-R_1-\ell)-\gamma(R_3-R_2-\ell)}. \tag{20}$$

Define $g_A=\partial_A\ln\omega$. Then $g=(\beta,\gamma-\beta,-\gamma)$ and $\sum_Ag_A=0$. Springs of constant $\kappa$ and rest length $\ell$ join neighbouring nuclei. The two lowest oscillator states are retained.

A nuclear displacement moves the well and changes its width. The first effect gives $-w_A\partial_r$, whose matrix is $w_AD$. The second preserves parity about $b$, so it cannot couple states 0 and 1, and its diagonal elements vanish for real normalized states. The ladder form $\partial_r=\sqrt{\omega/2}\,(a-a^\dagger)$ gives $\langle0|\partial_r|1\rangle=\sqrt{\omega/2}$. Hence

$$d_A=w_AD,\qquad D=\sqrt{\frac{\omega}{2}}\begin{pmatrix}0&-1\\1&0\end{pmatrix}. \tag{21}$$

Since $D\propto\sqrt\omega$, $\partial_AD=\tfrac12g_AD$. The commutator vanishes, and (8) becomes

$$F_{AB}=\tfrac12(g_Aw_B-g_Bw_A)D. \tag{22}$$

With $iD=p$, $\sum_Bg_B\dot R_B=\dot\omega/\omega$ and $\dot b=\sum_Bw_B\dot R_B$, the Berry force on nucleus $A$ is

$$f_A=\tfrac12\Big(g_A\dot b-w_A\frac{\dot\omega}{\omega}\Big)\langle p\rangle. \tag{23}$$

Summing with $\sum_Ag_A=0$ and $\sum_Aw_A=1$, and using (11),

$$\frac{dP}{dt}\bigg|_{\text{no Berry}}=\frac12\frac{\dot\omega}{\omega}\langle p\rangle. \tag{24}$$

A well of fixed width gives no violation. Two slow limits show its size otherwise. If a coherence makes $\langle p\rangle\approx p_0\sin\varphi$ with $\dot\varphi=\omega$, integrating (24) by parts gives a leading oscillation of amplitude $|\dot\omega p_0|/(2\omega^2)$. If instead the electron follows the lower state, (5) has the effective Hamiltonian $E-\dot bp$. First-order perturbation theory gives $\langle p\rangle\approx2|p_{01}|^2\dot b/\omega=\dot b$. For constant $\dot b$ the violation then accumulates to $\tfrac12\dot b\ln(\omega_{\rm f}/\omega_{\rm i})$, where i and f mark the initial and final frequencies.

### One configuration by hand

Take $M_A=(20,30,50)$ electron masses, deliberately light so that the effects are visible, and $w=(0.5,0.3,0.2)$. Let $\omega_0=0.5$ hartree, $\beta=0.4$ and $\gamma=0.2$ bohr$^{-1}$, $\ell=2$ bohr and $\kappa=0.5$ hartree/bohr$^2$. At $R=(0,2,4)$ bohr and $\dot R=(0.08,-0.02,0.06)$, $\omega=0.5$ and $D_{01}=-0.5$. For $c=(0.6,0.8i)$,

$$\langle p\rangle=2\,{\rm Re}[0.6(-0.5i)(0.8i)]=0.48.$$

The frequency changes at the rate $\dot\omega/\omega=0.4(0.08)+0.2(0.02)-0.2(0.06)=0.024$. Equation (24) gives a violation rate of $0.5(0.024)(0.48)=0.00576$ hartree/bohr. The well centre moves at $\dot b=0.040-0.006+0.012=0.046$. The Berry force on the first nucleus is then, from (23), $0.24[0.4(0.046)-0.5(0.024)]=0.001536$ hartree/bohr. The other two are $-0.003936$ and $-0.003360$, and the sum is $-0.00576$, which cancels the violation.

For corrected couplings, replace $w_A$ by $w_A-M_A/M=(0.3,0,-0.3)$. The Berry forces become $(-0.001152,-0.000288,0.001440)$ hartree/bohr. They sum to zero but are not individually zero.

### Propagation

The molecule starts at the same positions and velocities with $c_0=c_1=1/\sqrt2$, so $\langle p\rangle=0$ and $P=4.0$. It is followed for 100 atomic time units (2.42 fs). The numerical output lists the changes for five schemes.

With bare couplings and no Berry force, $P$ changes by up to 0.084 ($1.67\times10^{-25}$ kg m/s), against an initial value of 4.0. The ratio depends on the frame and on the deliberately light masses: in both slow limits the violation is proportional to the nuclear velocity, so at fixed kinetic energy it falls roughly as $M^{-1/2}$, and its ratio to the nuclear momentum as $M^{-1}$. The time integral of (24) along the trajectory reproduces this change. With the Berry force, $P$ is constant to $10^{-10}$, while the nuclear momentum changes by up to 0.51. That equals the largest $|\langle p\rangle|$, as (10) requires when $\langle p\rangle$ starts at zero: it is the recoil against the electron, as the two-state basis describes it.

Both corrected runs conserve the nuclear momentum to rounding error. Their sum of nuclear momentum and $\langle p\rangle$ varies by 0.51, because the recoil is absent. The Berry force changes their internuclear distances by up to $4.1\times10^{-3}$ bohr. These four runs conserve energy to about $4\times10^{-10}$ hartree. The mixed scheme also conserves nuclear momentum, but its energy changes by 0.023 hartree, in agreement with the integral of (19) for the constant $V=0.04$ of this run; with the centre of mass at rest it would coincide with the corrected scheme without Berry force. Momentum conservation alone is therefore not sufficient evidence of consistent equations.

Enlarging the basis, with bare couplings and still no Berry force, reduces the largest change of $P$ from $8.4\times10^{-2}$ for 2 states to $5.5\times10^{-3}$ for 4 and $5.4\times10^{-7}$ for 8. This is the behaviour expected from (9).

A common boost of 0.2 is given to the nuclei, with the initial amplitudes unchanged. It changes the distances by up to 0.076 bohr in the two-state bare scheme with Berry force, although that scheme conserves $P$. This number does not isolate truncation: with bare couplings, unchanged amplitudes describe an electron that has not been boosted, and the distances would then change in a complete basis too. In the corrected scheme the change is below $10^{-10}$ bohr. With 24 bare states and the electron boosted too, it is again negligible.

Rigid uniform motion shows the effect of truncation by itself. The Hamiltonian $E-Vp$ has the lower eigenvalue $\omega-\tfrac12\sqrt{\omega^2+2\omega V^2}$. Minus its derivative with respect to $V$ is the electron momentum:

$$\langle p\rangle=\frac{V}{\sqrt{1+2V^2/\omega}}. \tag{25}$$

At $V=0.2$ and $\omega=0.5$ this is $0.2/\sqrt{1.16}=0.186$ instead of $mV=0.2$. In this oscillator model, two bare states carry the electron along to first order in $V$ and fall short beyond it. In an anharmonic well they generally fall short already at first order, because the single transition between them does not exhaust the oscillator-strength sum rule.

## Conditions and choice of scheme

The laws require a translation-invariant $H$ and $W$ and a retained set of states that is carried rigidly with the nuclei. The phases can then be chosen to satisfy (2), as the derivation assumes. An external field or basis functions fixed in space break these premises. For several electrons, $p$ becomes their total momentum and $m(r-X)$ in (13) becomes a sum over electrons.

Bare couplings with the Berry force retain recoil but lose Galilean invariance under truncation. Corrected couplings restore that invariance but discard the recoil and the inertial force on the electron, an error that a larger basis does not remove; keeping the Berry force makes them consistent with their own action. Neither choice repairs the mean-field treatment of the nuclei, which is a separate approximation.

## Numbers as computed

```
All values in atomic units unless another unit is shown
nuclear masses (electron masses): [20. 30. 50.]
well-centre weights w_A: [0.5 0.3 0.2]  mass fractions: [0.2 0.3 0.5]
corrected weights w_A - M_A/M: [ 0.3  0.  -0.3]
omega0 = 0.5 hartree, beta = 0.4, gamma = 0.2 1/bohr
rest distance = 2.0 bohr, spring constant = 0.5 hartree/bohr^2
initial positions (bohr): [0. 2. 4.]
initial velocities (a.u.): [ 0.08 -0.02  0.06]
g_A = d ln omega/dR_A (1/bohr): [ 0.4 -0.2 -0.2]
POINT: amplitudes c0, c1 = [0.6+0.j  0. +0.8j]
omega = 0.500000 hartree, D_01 = -0.500000 1/bohr
bare d_A,01 (1/bohr): [-0.25 -0.15 -0.1 ]
bare F_12, F_13, F_23, element 01 (1/bohr^2): [-0.055 -0.045 -0.005]
<p> = 0.480000 a.u., d ln omega/dt = 0.024000 a.u.
momentum violation rate, bare without Berry = 0.005760 hartree/bohr
Berry forces, bare (hartree/bohr): [ 0.001536 -0.003936 -0.00336 ]
their sum = -0.005760 hartree/bohr
Berry forces, corrected (hartree/bohr): [-0.001152 -0.000288  0.00144 ]
their sum = 0.0e+00 hartree/bohr
curvature error if commutator omitted in phased gauge = 0.2800 1/bohr^2
RUNS: duration = 100.0 a.u. = 2.4189 fs; c0 = c1 = 1/sqrt(2)
initial total momentum = 4.000000 a.u.
omega range, bare+Berry = 0.3260 to 0.5285 hartree
largest |<p>|, bare+Berry = 0.5105 a.u.
largest changes: nuclear momentum, nuclear + <p> (a.u.), energy (hartree)
  bare             5.830e-01  8.396e-02  4.243e-10
  bare+Berry       5.105e-01  7.351e-11  4.199e-10
  corrected        2.665e-15  5.131e-01  4.053e-10
  corrected+Berry  3.109e-15  5.129e-01  4.054e-10
  mixed            5.329e-15  5.107e-01  2.332e-02
bare violation at t = 82.0 a.u.: direct = -0.083962 a.u.
  from time integral of rate law = -0.083962 a.u.
  direct value in SI = -1.6732e-25 kg m/s
mixed energy change at t = 85.0 a.u.: 0.023289 hartree
  from time integral of power law = 0.023289 hartree
distance change due to Berry force, corrected = 4.133e-03 bohr
bare without Berry: largest total-momentum change against basis size
   2 states: 8.396e-02 a.u.
   4 states: 5.454e-03 a.u.
   8 states: 5.396e-07 a.u.
  16 states: 3.086e-12 a.u.
BOOST by 0.2 a.u.: largest change of internuclear distances
  bare+Berry, 2 states = 7.553e-02 bohr
  corrected+Berry, 2 states = 8.420e-11 bohr
  bare, 24 states, electron boosted too = 1.944e-12 bohr
uniform motion: two-state <p> = 0.185695 a.u., full m V = 0.200000 a.u.
```
